The Newns-Anderson adsorbate Green function from substrate elimination

**1. One adsorbate level and one substrate level**

Let an adsorbate orbital |a⟩ of energy ε_a be coupled to a single substrate state |1⟩ of energy ε_1. The two states are orthonormal and V = ⟨a|H|1⟩. We want the diagonal element G_aa(z) = ⟨a|(z − H)⁻¹|a⟩ at a complex energy z = E + iη with η > 0. Since (z − H)G = 1, its aa and 1a elements read

(z − ε_a) G_aa − V G_1a = 1

(z − ε_1) G_1a − V* G_aa = 0.

The second equation gives G_1a = V* G_aa/(z − ε_1). Putting this into the first gives

G_aa(z) = 1/[z − ε_a − |V|²/(z − ε_1)].

The substrate level has disappeared from the problem, leaving an energy-dependent correction to ε_a. For real E above ε_1 the correction |V|²/(E − ε_1) is positive, and below ε_1 it is negative. This is level repulsion.

If both levels lie at ε_0, multiplying numerator and denominator by z − ε_0 gives

G_aa = (z − ε_0)/[(z − ε_0)² − |V|²]
= ½/(z − ε_0 − |V|) + ½/(z − ε_0 + |V|).

There are two sharp states, at ε_0 ± |V|, and each has half its weight on the adsorbate. A metal surface replaces the one substrate level by a continuum. The algebra stays the same, but the correction acquires an imaginary part.

**2. Many substrate levels**

The Hamiltonian is now

H = ε_a |a⟩⟨a| + Σ_k ε_k |k⟩⟨k| + Σ_k (V_ak |a⟩⟨k| + V_ak* |k⟩⟨a|).

The states |k⟩ diagonalize the bare substrate, and all states are orthonormal, so ⟨a|k⟩ = 0. This describes one electron, or one spin channel in a mean field. In the mean-field case ε_a contains the average repulsion from the electron of opposite spin and has to be found self-consistently; here it is taken as given. Repulsion on the adsorbate beyond the mean field would add a self-energy that is not contained in what follows.

The aa and ka elements of (z − H)G = 1 are

(z − ε_a) G_aa − Σ_k V_ak G_ka = 1

(z − ε_k) G_ka − V_ak* G_aa = 0.

Because η > 0, z − ε_k is never zero and we may divide by it: G_ka = V_ak* G_aa/(z − ε_k). Substitution gives

G_aa(z) = 1/[z − ε_a − Σ(z)],  Σ(z) = Σ_k |V_ak|²/(z − ε_k).  (1)

No approximation has been made, and the number of substrate states is arbitrary. The imaginary part of the denominator is

η [1 + Σ_k |V_ak|²/|z − ε_k|²] > 0,  (2)

so the denominator cannot vanish in the upper half plane.

Now define the weighted substrate density of states

Δ(E) = π Σ_k |V_ak|² δ(E − ε_k).  (3)

If all states at energy E couple with the same strength |V(E)|², then Δ = π|V(E)|²ρ_sub(E), where ρ_sub is the ordinary substrate density of states. In general Δ counts each state according to its coupling, and it has the dimension of energy. Writing each term of Σ(z) as an integral over a delta function gives

Σ(z) = Σ_k |V_ak|² ∫ δ(E' − ε_k)/(z − E') dE' = (1/π) ∫ Δ(E')/(z − E') dE'.  (4)

The factor 1/π compensates the π in definition (3).

**3. The continuum and the limit η → 0**

For a finite substrate Δ is a row of spikes. As the substrate grows, the levels become dense while each |V_ak|² shrinks in inverse proportion to their number, and Δ tends to a continuous function. We take this limit first and let η go to zero afterwards. With x = E − E',

1/(x + iη) = x/(x² + η²) − iη/(x² + η²).

Suppose that Δ is smooth near E, so that |Δ(E') − Δ(E)| ≤ C|x| for |x| < b, with some constants C and b.

Imaginary part. The region |x| > b contributes a term proportional to η, which vanishes. Inside, write Δ(E') = Δ(E) + [Δ(E') − Δ(E)]. The first term gives

−(1/π) Δ(E) ∫_{−b}^{b} η/(x² + η²) dx = −(2/π) Δ(E) arctan(b/η) → −Δ(E).

The second is at most (C/π) ∫_{−b}^{b} η|x|/(x² + η²) dx = (Cη/π) ln(1 + b²/η²) in magnitude, which tends to zero. Hence Im Σ → −Δ(E).

Real part. For |x| > b the kernel x/(x² + η²) tends to 1/x. For |x| < b the kernel is odd, so subtracting the constant Δ(E) from Δ(E') does not change the integral. The integrand is then [Δ(E') − Δ(E)] x/(x² + η²), which is bounded by C and tends to [Δ(E') − Δ(E)]/x. The sum of the two regions is the principal value, the integral with a symmetric gap around E' = E that is finally closed:

Λ(E) = (1/π) P∫ Δ(E')/(E − E') dE'.  (5)

This fixes the sign convention of the Hilbert transform used here. Together,

Σ(E + i0) = Λ(E) − iΔ(E).

Since Σ enters the denominator of (1) with a minus sign, −iΔ becomes +iΔ:

G_aa(E) = 1/[E − ε_a − Λ(E) + iΔ(E)].  (6)

Λ is the level repulsion of Section 1 summed over the continuum: substrate states below E push upward and those above E push downward.

The order of the limits matters. In a finite substrate, at an energy between two levels,

−Im Σ = η Σ_k |V_ak|²/[(E − ε_k)² + η²]

vanishes in proportion to η. For the chain of Section 5, cut to 40 sites with V = 1 eV, this quantity is 5.0 × 10⁻⁶ eV at E = 0.911 eV and η = 10⁻⁶ eV. The infinite chain has Δ = 0.487 eV at the same energy. To see the width in a finite system, η must be comparable to the level spacing or larger, and still be small on the scale over which Δ varies.

Two assumptions can fail. If Δ drops from Δ_0 to zero at the upper band edge E_0, the integral near the edge contains −(Δ_0/π) ln|E − E_0|, so Λ diverges to +∞ there; a jump at the lower edge gives the same term with the opposite sign, and Λ diverges to −∞. If |a⟩ overlaps the substrate states, with overlap matrix S, the matrix to invert is zS − H. Eliminating the substrate from M = (zS − H)⁻¹ gives M_aa in the form (1) with |V_ak|² replaced by (V_ak − zS_ak)(V_ak* − zS_ak*). This depends on energy, and (3) no longer defines the width. Moreover M_aa is then not ⟨a|(z − H)⁻¹|a⟩, which equals (SMS)_aa, and the spectral weight of M_aa need not add up to one.

**4. Density of states and localized states**

Let |j⟩ be the eigenstates of the full H, with energies E_j. Then G_aa = Σ_j |⟨a|j⟩|²/(E + iη − E_j), and by the imaginary-part argument above

ρ_a(E) = −(1/π) Im G_aa(E) = Σ_j |⟨a|j⟩|² δ(E − E_j).

This is the density of states projected on the adsorbate. Its integral is Σ_j |⟨a|j⟩|² = ⟨a|a⟩ = 1. With the abbreviation D(E) = E − ε_a − Λ(E), we have 1/(D + iΔ) = (D − iΔ)/(D² + Δ²), so inside the band

ρ_a(E) = (1/π) Δ(E)/[D(E)² + Δ(E)²].  (7)

If Δ and Λ hardly change over an energy range that contains ε_a and extends several Δ on either side of ε_a + Λ(ε_a), they may be replaced by their values at ε_a. The level is then a Lorentzian centred at ε_a + Λ(ε_a), with half width Δ(ε_a) at half maximum. In general (7) is not a Lorentzian.

Outside the band Δ = 0, but by (2) the denominator keeps a small positive imaginary part. The integral (5) is then an ordinary one and may be differentiated under the integral sign:

Λ'(E) = −(1/π) ∫ Δ(E')/(E − E')² dE' < 0.

Near a zero E_p of D, the denominator at E + iη is [1 − Λ'(E_p)](E − E_p + iη) to first order. Therefore

G_aa ≈ Z_p/(E − E_p + iη),  Z_p = 1/[1 − Λ'(E_p)],  (8)

and ρ_a contains Z_p δ(E − E_p). This is a localized state with a fraction Z_p of its norm on the adsorbate, and 0 < Z_p < 1 because Λ' < 0. The weights Z_p and the integral of (7) over the band add up to one, provided that D and Δ do not vanish at the same energy. If they do, that energy can carry a further delta peak that (7) misses. Take Δ = E²(1 − E²) for |E| < 1, in units of the half bandwidth, and ε_a = 0. Then Δ(0) = 0, Λ(0) = 0 by symmetry, and Λ'(0) = −(1/π) ∫_{−1}^{1} (1 − E'²) dE' = −4/(3π). A localized state sits at E = 0 with weight 1/[1 + 4/(3π)] = 0.702, and (7) integrates to only 0.298.

**5. A substrate that can be solved: the semi-infinite chain**

Let the substrate be a chain of sites n = 1, 2, …, N with site energy zero and hopping −t, where t > 0. The adsorbate couples to site 1 with real strength V. The functions

⟨n|k⟩ = √(2/(N+1)) sin(nq),  q = πm/(N+1),  m = 1, …, N

vanish at n = 0 and n = N+1, as the free ends require. From −t[sin((n−1)q) + sin((n+1)q)] = −2t cos q sin(nq) we read off ε_k = −W cos q, with half bandwidth W = 2t. The normalization follows from sin²(nq) = ½ − ½cos(2nq). The sum of cos(2nq) over n = 0, …, N is zero, so over n = 1, …, N it is −1, and Σ_n sin²(nq) = (N+1)/2.

The coupling is V_ak = V⟨1|k⟩. For large N the sum over m becomes (N+1)/π times an integral over q, and (3) gives

Δ(E) = πV² · [2/(N+1)] · [(N+1)/π] ∫_0^π sin²q δ(E + W cos q) dq = 2V² ∫_0^π sin²q δ(E + W cos q) dq.

The argument of the delta function has slope of magnitude W sin q, and it vanishes where cos q = −E/W. One factor sin q cancels, leaving (2V²/W) sin q with sin q = √(1 − E²/W²):

Δ(E) = (2V²/W²) √(W² − E²) for |E| < W.  (9)

Λ can be found without doing the principal-value integral. By (1), Σ(z) = V²g(z), where g(z) = ⟨1|(z − H_chain)⁻¹|1⟩ belongs to the end site of the bare chain. Site 1 is itself a level of energy zero attached by −t to the rest, and the rest is again a semi-infinite chain. Applying (1) to it gives

g = 1/(z − t²g), or t²g² − zg + 1 = 0.

With t² = W²/4 the solutions are g = (2/W²)(z ± √(z² − W²)). At large |z| the definition requires g → 1/z, so the root that behaves like z must be subtracted:

Σ(z) = (2V²/W²)[z − √(z − W) √(z + W)].

Just above the real axis inside the band, √(E − W) = i√(W − E). The imaginary part of Σ is then −Δ with Δ from (9), as it must be, and the real part is Λ. Above the band the product of roots is +√(E² − W²); below it two factors of i make it −√(E² − W²). Thus

Λ(E) = 2V²E/W² for |E| < W,
Λ(E) = (2V²/W²)[E − sgn(E) √(E² − W²)] for |E| > W.  (10)

When does a state leave the band? Outside it D' = 1 − Λ' > 0, and D → ∓∞ as E → ∓∞. Below the band D rises from −∞ to D(−W), so it has a zero there if D(−W) = −W − ε_a + 2V²/W > 0. Above the band it has a zero if D(W) = W − ε_a − 2V²/W < 0. For |ε_a| < W the conditions are

V² > W(W + ε_a)/2 for a state below,
V² > W(W − ε_a)/2 for a state above.  (11)

**6. Numbers**

Take the model values t = 2 eV, hence W = 4 eV, with ε_a = −1 eV and the Fermi energy at zero. They represent no particular material.

Weak coupling, V = 1 eV. Here 2V²/W² = 2/16 = 0.125. At E = 1 eV, Λ = 0.125 eV and Δ = 0.125 × √15 eV = 0.484 eV, so

G_aa = 1/(1 + 1 − 0.125 + 0.484i) eV⁻¹ = (0.500 − 0.129i) eV⁻¹,

and ρ_a = 0.129/π eV⁻¹ = 0.041 eV⁻¹. Other energies give

E (eV)  Λ (eV)  Δ (eV)  ρ_a (1/eV)
−3.0  −0.375  0.331  0.038
−2.0  −0.250  0.433  0.184
−1.0  −0.125  0.484  0.616
 0.0   0.000  0.500  0.127

Direct inversion of z − H for a very long chain reproduces these densities, as the numerical check shows.

The Lorentzian estimate puts the level at ε_a + Λ(ε_a) = −1.125 eV. The zero of D follows from E + 1 − 0.125E = 0, which gives E = −1/0.875 = −1.143 eV in these units. The maximum of ρ_a lies slightly lower still, at −1.155 eV. The reason is the slope of Δ: differentiating the logarithm of (7) at D = 0 gives

ρ_a'/ρ_a = Δ'/Δ − 2ΔΔ'/Δ² = −Δ'/Δ.

For E < 0 the width (9) increases with E, so ρ_a is already falling at the zero of D.

Stronger coupling. The thresholds (11) are V = √6 eV = 2.45 eV for a state below the band and V = √10 eV = 3.16 eV for one above. At V = 3 eV there is accordingly one localized state, at −4.22 eV, with weight 0.296. The continuum holds the remaining 0.704.

At V = 4 eV, 2V²/W² = 2 and both states exist. For the lower one try E = −5 eV, where √(E² − W²) = 3 eV. Then Λ = 2(−5 + 3) eV = −4 eV and D = (−5 + 1 + 4) eV = 0, as required. Differentiating (10) gives

Λ' = (2V²/W²)[1 − |E|/√(E² − W²)] = 2(1 − 5/3) = −4/3,

so Z = 1/(1 + 4/3) = 3/7 = 0.429. The upper state lies at 4.33 eV with weight 0.238. The continuum keeps 0.333, and the three weights add to one.

These states are the descendants of the two sharp levels of Section 1. Far outside the band, E' may be neglected against E in (5), and Λ ≈ (1/πE) ∫ Δ dE' = V²/E. This is the correction from a single level at energy zero, namely the end site of the chain. When V is much larger than both W and |ε_a|, the condition D = 0 therefore gives E ≈ ±V. At V = 4 eV that limit is not yet reached, since a third of the adsorbate weight is still in the band.

The occupation per spin at zero temperature is the integral of ρ_a up to the Fermi energy, including any localized state below it. It is 0.88, 0.61 and 0.58 for V = 1, 3 and 4 eV. The adsorbate level lies below the Fermi energy and would be full without coupling; hybridization moves part of its weight to empty states.

Values computed for the example and the checks

```
hopping t = 2.0 eV, half bandwidth W = 4.0 eV
adsorbate level = -1.0 eV, Fermi energy = 0.0 eV
elimination test, |difference| = 1.7e-16
skewed Delta: error at eta = 0.01 eV: 3.95e-03 eV
skewed Delta: error at eta = 0.001 eV: 3.96e-04 eV
short chain: 40 sites, V = 1 eV, E = 0.9107 eV
  -Im Sigma at eta = 1e-06 eV: 5.0e-06 eV
  Delta of the infinite chain there: 0.4869 eV
V = 1 eV: E (eV), Lambda (eV), Delta (eV), rho_a and
  rho_a by inversion of a long chain (both 1/eV)
   -3.0  -0.3750   0.3307   0.0383   0.0383
   -2.0  -0.2500   0.4330   0.1838   0.1838
   -1.0  -0.1250   0.4841   0.6164   0.6163
    0.0   0.0000   0.5000   0.1273   0.1273
    1.0   0.1250   0.4841   0.0411   0.0411
    3.0   0.3750   0.3307   0.0079   0.0079
G_aa(1 eV) = 0.5000 -0.1291 i 1/eV
zero of E - eps_a - Lambda: -1.1429 eV
maximum of rho_a: at -1.1546 eV, 0.6646 1/eV
V = 1 eV: localized states: 0
  continuum weight 1.0000, total 1.000000
  occupation per spin 0.8822, finite chain 0.8824
V = 3 eV: localized states: 1
  energy -4.2243 eV, weight on adsorbate 0.2964
  continuum weight 0.7036, total 1.000000
  occupation per spin 0.6120, finite chain 0.6123
V = 4 eV: localized states: 2
  energy -5.0000 eV, weight on adsorbate 0.4286
  energy 4.3333 eV, weight on adsorbate 0.2381
  continuum weight 0.3333, total 1.000000
  occupation per spin 0.5766, finite chain 0.5767
threshold V for a state below the band: 2.4495 eV
threshold V for a state above the band: 3.1623 eV
finite chain used for diagonalization: 1200 sites
```
